# Mean depth of the deepest level in an exponential band tail

## Problem

Disorder in an amorphous semiconductor produces localized levels below the conduction-band mobility edge. Let $x\ge 0$ be the depth of a level below that edge, and let each level be drawn from the exponential tail

$$p(x)=\frac{1}{E_0}e^{-x/E_0}.$$

A sample contains a fixed number $N\ge1$ of levels, drawn independently. Let $M$ be the depth of the deepest one.

(a) Prove that $\langle M\rangle=E_0H_N$, where $H_N=1+\tfrac12+\dots+\tfrac1N$.

(b) Find the variance of $M$ and the mean gap between the two deepest levels.

(c) Find the most probable value and the quantiles of $M$, and the behaviour at large $N$.

(d) A transistor channel measures $50\times50\times10$ nm³ and has $2\times10^{18}$ tail levels per cm³ with $E_0=13$ meV. Evaluate the results and verify the mean by sampling.

(e) Estimate what the model leaves out for this channel.

## Solution

### (a) The mean

The probability that one level lies no deeper than $x$ is

$$F(x)=\int_0^x\frac{e^{-s/E_0}}{E_0}\,ds=1-e^{-x/E_0}.$$

The deepest level lies no deeper than $x$ if and only if this holds for all $N$ levels. They are independent, so the probabilities multiply: $P(M\le x)=F(x)^N$.

Since $M\ge0$, we may write $M=\int_0^\infty\theta(M-x)\,dx$, with $\theta$ the unit step. The integrand is nonnegative, so the average can be taken inside the integral, where $\langle\theta(M-x)\rangle=P(M>x)$:

$$\langle M\rangle=\int_0^\infty\left[1-F(x)^N\right]dx.$$

Substitute $u=F(x)$. Then $du=e^{-x/E_0}dx/E_0=(1-u)\,dx/E_0$, and $u$ runs from 0 to 1. With the finite geometric sum,

$$\langle M\rangle=E_0\int_0^1\frac{1-u^N}{1-u}\,du=E_0\int_0^1\sum_{k=0}^{N-1}u^k\,du=E_0\sum_{k=1}^{N}\frac1k=E_0H_N.$$

This proves the claim for every $N\ge1$. For $N=1$ it gives the mean depth $E_0$ of a single level.

The proof uses independence. If the levels came in pairs of equal depth, there would be only $N/2$ independent draws and the mean would be $E_0H_{N/2}$, lower by about $E_0\ln2$ at large $N$.

### (b) Spacings, variance and the last gap

Order the levels from shallow to deep. The shallowest of $k$ levels is deeper than $x$ if all $k$ are, which has probability $(e^{-x/E_0})^k=e^{-kx/E_0}$. It is therefore exponentially distributed, with mean $E_0/k$ and variance $E_0^2/k^2$.

The exponential law also has no memory:

$$P(x_i>s+t\mid x_i>s)=\frac{e^{-(s+t)/E_0}}{e^{-s/E_0}}=e^{-t/E_0}.$$

Once the shallowest level has been found at depth $s$, the excess depths of the others are again independent exponentials of width $E_0$, whatever $s$ was. The argument then repeats with $k-1$ levels. So $M$ is a sum of $N$ independent spacings with means $E_0/N,\,E_0/(N-1),\dots,E_0$. Adding the means gives $E_0H_N$ a second time, and adding the variances gives

$$\mathrm{Var}\,M=E_0^2\sum_{k=1}^N\frac1{k^2}.$$

For $N\ge2$ the last spacing, between the two deepest levels, has mean $E_0$ independently of $N$.

### (c) Shape and large-$N$ limit

Differentiating $F^N$ gives the density of $M$,

$$f(x)=\frac{N}{E_0}\,e^{-x/E_0}\left(1-e^{-x/E_0}\right)^{N-1}.$$

For $N=1$ the density is largest at $x=0$. For $N\ge2$, set the derivative of $\ln f$ to zero; the result also covers $N=1$:

$$-\frac1{E_0}+\frac{N-1}{E_0}\,\frac{e^{-x/E_0}}{1-e^{-x/E_0}}=0
\;\Rightarrow\;(N-1)e^{-x/E_0}=1-e^{-x/E_0}
\;\Rightarrow\; x_{\rm mode}=E_0\ln N.$$

At this depth the expected number of deeper levels, $Ne^{-x/E_0}$, equals one. The depth not exceeded with probability $q$ follows from $F(x_q)^N=q$:

$$x_q=-E_0\ln\left(1-q^{1/N}\right).$$

For large $N$, $H_N-\ln N$ tends to Euler's constant $\gamma\approx0.5772$. The remainder follows from the steps still to come:

$$H_N-\ln N-\gamma=\sum_{k>N}\left[\ln\frac{k}{k-1}-\frac1k\right]\approx\sum_{k>N}\frac1{2k^2}\approx\frac1{2N}.$$

Hence $\langle M\rangle\approx E_0(\ln N+\gamma+1/2N)$. The mean grows without limit, but only logarithmically. The standard deviation saturates, because $\sum_k1/k^2\to\pi^2/6$, at $\pi E_0/\sqrt6$. The mean exceeds the mode by about $\gamma E_0$, since the distribution has a long side towards large depth.

### (d) The channel

The volume is $25\,000$ nm³ $=2.5\times10^{-17}$ cm³, so

$$N=(2\times10^{18})(2.5\times10^{-17})=50,\qquad H_{50}=4.4992,$$

$$\langle M\rangle=13\ \text{meV}\times4.4992=58.5\ \text{meV}=0.0585\ \text{eV}.$$

The standard deviation is 16.6 meV, close to its limit of 16.7 meV. The most probable depth is 50.9 meV and the median 55.7 meV. Nine channels in ten have their deepest level between 37.0 and 89.5 meV, a range about four times $E_0$ wide. Nominally identical channels typically differ by an amount of order $E_0$, and occasionally by several times $E_0$.

To sample a level, take $U$ uniform on $[0,1)$ and set $x=-E_0\ln(1-U)$. Then $P(x\le X)=P(U\le1-e^{-X/E_0})=F(X)$, as required. The mean of $S$ sampled maxima has standard error $\sqrt{\mathrm{Var}\,M/S}$; for $N=50$ and $S=20\,000$ this is $16.57/\sqrt{20\,000}=0.117$ meV. With $E_0$ held fixed:

| $N$ | $E_0H_N$ (meV) | sampled mean (meV) | standard error (meV) |
|---|---|---|---|
| 1 | 13.000 | 13.111 | 0.092 |
| 5 | 29.683 | 29.863 | 0.111 |
| 50 | 58.490 | 58.521 | 0.117 |
| 500 | 88.307 | 88.219 | 0.118 |

The deviations are 1.2, 1.6, 0.3 and 0.7 standard errors, as expected of chance. From $N=50$ to 500 the mean rises by 29.8 meV, close to $E_0\ln10=29.9$ meV. The sampled gap between the two deepest of 50 levels is 12.92 meV, within one standard error (0.09 meV) of $E_0$.

### (e) What the model leaves out

**Fluctuating number of levels.** If levels are scattered at random in space, their number in a fixed volume is Poisson distributed with mean $\lambda$. Averaging $F^n$ over $n$ gives $P(M\le x)=e^{-\lambda(1-F)}=\exp(-\lambda e^{-x/E_0})$, where an empty channel counts as depth zero. With $t=\lambda e^{-x/E_0}$ and $dx=-E_0\,dt/t$,

$$\langle M\rangle=E_0\int_0^\lambda\frac{1-e^{-t}}{t}\,dt=E_0\left[\ln\lambda+\gamma+E_1(\lambda)\right],\qquad E_1(\lambda)=\int_\lambda^\infty\frac{e^{-t}}{t}\,dt.$$

To obtain the last form, put $u=1-t/N$ in the integral of part (a), which gives $H_N=\int_0^N[1-(1-t/N)^N]\,dt/t$. Split this at $t=1$, subtract $\ln N=\int_1^Ndt/t$ and let $N\to\infty$, so that $(1-t/N)^N\to e^{-t}$:

$$\gamma=\int_0^1\frac{1-e^{-t}}{t}\,dt-\int_1^\infty\frac{e^{-t}}{t}\,dt.$$

Splitting the integral up to $\lambda$ at $t=1$ in the same way gives $\ln\lambda+\gamma+E_1(\lambda)$. For $\lambda=50$ the mean is 58.4 meV, a change of only 0.1 meV.

**Deep states.** Add a flat background of $10^{16}$ states per cm³ and eV, extending $W=1$ eV below the edge. The channel then holds on average $10^{16}\times2.5\times10^{-17}\times1=0.25$ such states, or $\rho=0.25$ per eV. The expected number of levels deeper than $x<W$ is $\lambda e^{-x/E_0}+\rho(W-x)$, and the probability of finding none is the exponential of minus this number. Tail levels deeper than $W$ are negligible here, so

$$\langle M\rangle=\int_0^W\left[1-e^{-\lambda e^{-x/E_0}-\rho(W-x)}\right]dx=161\ \text{meV}.$$

Separate sampling gives $162.8\pm1.7$ meV. The mean has nearly tripled, although a channel contains a deep state with probability $1-e^{-0.25}=0.22$ only. Those few channels have a deepest level typically hundreds of meV down and dominate the average; in the other 78% the tail result stands.

**Tunnelling between levels.** Model two levels as zero-range wells a distance $R$ apart, with isolated depths $\hbar^2\alpha_i^2/2m$. Outside the wells, $\psi=c_1e^{-\kappa r_1}/r_1+c_2e^{-\kappa r_2}/r_2$, where $r_i$ is the distance from well $i$. Each well requires $r_i\psi\propto1-\alpha_ir_i$ at small $r_i$. Near well 1, $r_1\psi\approx c_1(1-\kappa r_1)+c_2r_1h$ with $h=e^{-\kappa R}/R$. Hence $(\kappa-\alpha_1)c_1=hc_2$, and likewise $(\kappa-\alpha_2)c_2=hc_1$. Multiplying the two,

$$(\kappa-\alpha_1)(\kappa-\alpha_2)=\left(\frac{e^{-\kappa R}}{R}\right)^2.$$

For $R$ take the mean nearest-neighbour distance. No neighbour lies within $r$ with probability $e^{-4\pi nr^3/3}$, where $n$ is the level density, and integrating this over $r$ gives 4.40 nm. This is the bulk value; for 50 levels confined to the channel the surfaces lengthen it to about 5.0 nm, so 4.40 nm slightly overstates the coupling. With $m=0.34\,m_e$ the deepest level decays over $1/\alpha_1=1.38$ nm. Even if its neighbour is the second-deepest level, at 45.5 meV, the deepest level sinks by only 0.17 meV at this distance. The shift grows steeply for closer pairs: averaged over the distribution of neighbour distances, it is a few meV. A close pair of shallower levels can also produce the deepest state. With all 50 wells coupled at random positions, the mean depth rises by roughly 20 meV, but by only about 3 meV if no two wells are closer than 1 nm. The median rise is only about 0.3 meV: the mean is carried by the roughly one channel in five that contains a pair closer than 1 nm. Most of the rise thus comes from separations below about 1 nm, where the zero-range model is itself unreliable, so these estimates do not bound the effect of clustered levels.

**Confinement and charge.** Hard walls 10 nm apart raise the band minimum by $\hbar^2\pi^2/(2md^2)=11$ meV, with $d$ the film thickness. This is comparable with $E_0$, so it matters which edge the depth is counted from. The walls also raise the localized levels. In the zero-range model with wells at random heights in the film, the mean depth of the deepest level below the bulk edge falls by about 5 meV, and only about half of the levels stay more than 1 meV below that edge. A second trapped electron at the typical spacing $n^{-1/3}=7.9$ nm, with relative permittivity 10 and no screening by a gate, raises the level by $e^2/(4\pi\varepsilon_0\varepsilon_rn^{-1/3})=18$ meV. That exceeds the mean gap $E_0$, so if the two deepest levels lie this close together, the second electron may prefer a shallower level farther away. The depth $M$ thus applies to a channel with no other trapped electron.

**Temperature.** $M$ is the position of a level, not the energy of an electron. For one electron in equilibrium, the chance of finding it in the deepest level is

$$P_{\rm deep}=\frac{e^{M/kT}}{\sum_ie^{x_i/kT}+Z_b},\qquad Z_b=V\int\frac{d^3k'}{(2\pi)^3}\,e^{-\hbar^2k'^2/2mkT}=V\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.$$

Here $V$ is the channel volume, $k'$ the wavenumber, and the spin factor 2 cancels. At 300 K, $kT=25.9$ meV and $Z_b=62$. A typical deepest level has weight $e^{58.5/25.9}\approx10$, while the 50 tail levels together have mean weight $50/(1-E_0/kT)\approx100$. The ratio is about $10/160=0.06$; averaging $P_{\rm deep}$ over sampled channels gives 0.07. At 30 K the average is 0.86. These values use the bulk form of $Z_b$. With the hard-wall film levels instead, and depths still counted from the bulk edge, $Z_b$ at 300 K falls to about 39 and the average probability rises to 0.08; this estimate leaves the tail levels unshifted, although the walls raise them too. Both forms also let the band's density of states start from zero at its minimum, although the tail density is greatest at the edge. If the density is instead held at the tail's edge value until the bulk parabolic form exceeds it, $Z_b$ at 300 K is about 100 and the average probability 0.06. At 30 K the bulk form is poor, because the confinement energy exceeds $kT$, but the band then carries negligible weight.

**Comparison with real films.** The tail width, tail density, mass and permittivity are rough values in the regime of amorphous indium gallium zinc oxide; they vary with composition and processing. The background density and its width $W$ are also rough figures, and the result is sensitive to both. With $W=1$ eV the background gives the largest of the shifts in the mean calculated above: it moves the mean from 58 to 161 meV, while the median moves only from 56 to 61 meV. At the same density the shift of the mean is about 23 meV for $W=0.5$ eV and 7 meV for $W=0.3$ eV, the latter smaller than the tunnelling estimate. Moreover, $E_0$ here is the width of the conduction-band tail. The Urbach energy from optical absorption involves both bands and the transition strengths, and should not be inserted for $E_0$ without justification. The numerical output lists the values used.

## Calculated quantities

```
tail width E0 = 13.0 meV
channel = 50 x 50 x 10 nm^3
channel volume = 25000 nm^3
tail level density = 2.0e+18 cm^-3
density of states at edge = 1.54e+20 cm^-3 eV^-1
number of levels N = 50
harmonic number H_N = 4.49921
mean deepest depth, formula = 58.490 meV
mean deepest depth, formula = 0.05849 eV
mean deepest depth, quadrature = 58.490 meV
standard deviation of depth = 16.572 meV
large-N limit of deviation = 16.673 meV
most probable depth = 50.856 meV
depth quantile 0.05 = 36.98 meV
depth quantile 0.50 = 55.71 meV
depth quantile 0.95 = 89.48 meV
sampled gap of two deepest = 12.92 meV
samples per N = 20000
N=1: formula 13.000, sample 13.111, std. error 0.092 meV
N=5: formula 29.683, sample 29.863, std. error 0.111 meV
N=50: formula 58.490, sample 58.521, std. error 0.117 meV
N=500: formula 88.307, sample 88.219, std. error 0.118 meV
mean depth, Poisson number = 58.360 meV
deep background density = 1.0e+16 cm^-3 eV^-1
deep background width = 1.0 eV
mean number of deep states = 0.250
chance of at least one deep state = 0.221
mean depth with background = 161.0 meV
same, sampled = 162.8 meV, std. error 1.7 meV
effective mass ratio = 0.34
mean nearest-neighbour distance = 4.40 nm
decay length of deepest level = 1.38 nm
mean second-deepest depth = 45.49 meV
tunnel shift of deepest level = 0.167 meV
confinement energy of film = 11.06 meV
relative permittivity = 10
density^(-1/3) spacing = 7.94 nm
Coulomb shift at that spacing = 18.1 meV
T=300 K: kT = 25.85 meV
  band states per spin in channel = 62.19
  chance electron is in deepest level = 0.071
T=30 K: kT = 2.59 meV
  band states per spin in channel = 1.97
  chance electron is in deepest level = 0.859
```
